Conductivity anisotropy of a layered metal with an open Fermi surface

**Result**

A layered metal has the band

E(k) = ħ²(kx² + ky²)/(2m) − 2t cos(kz c),

where m is the in-plane mass, t > 0 the hopping energy between neighbouring layers and c the layer spacing. The Fermi energy μ is measured from the middle of the interlayer band, so the lowest state lies at −2t. With one relaxation time τ for all electrons, a degenerate electron gas and μ > 2t,

σ_zz/σ_xx = 2mt²c²/(ħ²μ) = (2tc/ħv_F)², v_F = √(2μ/m).

The condition μ > 2t means that the Fermi surface is open along z. The relaxation time has cancelled. Weak hopping makes the ratio small and the model reasonable, but the algebra does not expand in t/μ: within this band model the formula holds on every open surface.

**Entry 1. The current from a displaced Fermi sea**

The electron charge is −e and the field F is steady and uniform. The field changes the wave vector at the rate dk/dt = −eF/ħ, and scattering returns the distribution f to its equilibrium form f₀ at the rate 1/τ. In the steady state

−(eF/ħ)·∂f/∂k = −(f − f₀)/τ.

To first order in F, f on the left may be replaced by f₀. Since ∂f₀/∂k = ħv ∂f₀/∂E, with v = (1/ħ)∂E/∂k,

f − f₀ = eτ (F·v) ∂f₀/∂E.

The current density is j = −e ∫ 2d³k/(2π)³ v (f − f₀), where the 2 counts spin. The two minus signs, one from the charge and one from the slope of f₀, combine to give

σ_ii = e²τ ∫ [2d³k/(2π)³] v_i² (−∂f₀/∂E).

The mixed components vanish because E is even in each of kx, ky and kz, which makes v_x v_z odd. For a degenerate gas −∂f₀/∂E becomes δ(E − μ), and the conductivity is a sum of squared velocities over the states at the Fermi energy.

**Entry 2. The simple case: separate layers**

Set t = 0. The energy is then ε = ħ²k²/(2m), with k the in-plane wave number. Because k dk = (m/ħ²)dε, integrating over the in-plane angle gives

2d³k/(2π)³ → 2·2π(m/ħ²) dε dkz/(8π³) = m dε dkz/(2π²ħ²).

Introduce θ = kz c, which runs from −π to π, so that dkz = dθ/c. Then

2d³k/(2π)³ → g dε dθ/(2π), g = m/(πħ²c).

Here g is the density of states per unit volume. It does not depend on energy, a property of parabolic bands in two dimensions that carries much of what follows.

The in-plane speed squared is 2ε/m, and its x part averages over angle to half of that, ε/m. Setting ε = μ,

σ_xx = e²τgμ/m = e²τμ/(πħ²c).

The density is n = gμ, so this is the Drude form ne²τ/m. Across the layers v_z = 0 and σ_zz = 0, as it must be when no electron can change layer.

**Entry 3. Turning on the hopping**

Now let t be finite. The measure g dε dθ/(2π) is unchanged, because ε still denotes the in-plane energy alone. On the Fermi surface

ε = μ + 2t cos θ.

This must be positive for a state to exist. Its smallest value, at θ = π, is μ − 2t. Every θ therefore contributes exactly when μ > 2t, and the surface is a corrugated cylinder that crosses the whole Brillouin zone.

Write ⟨…⟩ for the average over θ from −π to π. The in-plane conductivity becomes

σ_xx = e²τg ⟨μ + 2t cos θ⟩/m = e²τgμ/m.

The cosine averages to zero: wide and narrow parts of the cylinder compensate. The density, n = g⟨μ + 2t cos θ⟩ = gμ, is unchanged for the same reason.

The velocity across the layers is

v_z = (1/ħ)∂E/∂kz = (2tc/ħ) sin θ.

Since ⟨sin²θ⟩ = 1/2, ⟨v_z²⟩ = 2t²c²/ħ², and

σ_zz = e²τg·2t²c²/ħ² = 2e²τmt²c/(πħ⁴).

Dividing the two conductivities,

σ_zz/σ_xx = (2t²c²/ħ²)/(μ/m) = 2mt²c²/(ħ²μ).

With μ = mv_F²/2 this equals 4t²c²/(ħ²v_F²), the second form stated above. The largest velocity across the layers is 2tc/ħ, so the ratio is the square of that velocity over v_F. The averages of sin²θ and cos²φ are both 1/2 and leave no further factor.

Two readings follow. At fixed m, c and t, raising μ leaves σ_zz alone and increases σ_xx: the cylinder grows and the in-plane speed rises, but the density of states at the Fermi energy and the velocities between layers stay the same. And σ_zz is proportional to t², so it vanishes smoothly in the limit of Entry 2.

A strongly coupled case tests the claim that no expansion was made. For t = 1 eV and μ = 2.1 eV, with the example's m and c, the surface is barely open. A direct sum over the numerically located Fermi surface gives 6.7492, and the formula gives the same. The ratio exceeds one, so an open cylinder does not by itself imply poor conduction along its axis.

**Entry 4. Numbers for a layered conductor**

Take m = 1.5 electron masses, c = 0.60 nm, μ = 2.30 eV, t = 0.020 eV and τ = 80 fs. These are round parameters in the rough regime of layered delafossite metals at room temperature, not a fit to one compound.

With ħ²/m = 0.0508 eV nm², the ratio is

2 × (0.020 eV)² × (0.60 nm)² / (0.0508 eV nm² × 2.30 eV) = 2.46 × 10⁻³.

The in-plane conductivity is thus about 406 times the out-of-plane one. The surface is open by a wide margin, since μ/(2t) = 57.5. The density is

n = 2.30/(π × 0.0508 × 0.60) nm⁻³ = 24.0 nm⁻³.

The conductivities are σ_xx = 3.61 × 10⁷ S/m and σ_zz = 8.90 × 10⁴ S/m, or resistivities of 2.77 and 1124 μΩ cm. The Fermi surface sum reproduces both conductivities.

The velocities show where the anisotropy comes from. In the plane v_F = 7.34 × 10⁵ m/s, which gives a free path v_Fτ = 58.8 nm. Across the layers the rms velocity is 2.58 × 10⁴ m/s and the rms path 2.06 nm. The x part of the in-plane path squared is half its total, so the ratio can also be read as

(2.06)²/(58.8²/2) ≈ 2.5 × 10⁻³.

**Entry 5. What changes when the surface closes**

For −2t < μ < 2t, states on the surface exist only for |θ| < θ₀, with

cos θ₀ = −μ/(2t).

The integrals of Entry 3 now stop at θ₀. Both integrands are even, so it is enough to integrate from 0:

∫₀^θ₀ (μ + 2t cos θ) dθ = μθ₀ + 2t sin θ₀,

∫₀^θ₀ sin²θ dθ = θ₀/2 − (sin 2θ₀)/4.

The common factors e²τg/π cancel, leaving

σ_zz/σ_xx = (4mt²c²/ħ²) [θ₀/2 − (sin 2θ₀)/4]/[μθ₀ + 2t sin θ₀].

At μ = 2t, θ₀ = π. The bracket in the numerator is π/2 and the denominator is μπ, which returns the open result.

At the band bottom θ₀ → 0. Expanding the sine, the numerator bracket becomes θ₀³/3. With μ = −2t cos θ₀ the denominator is 2t(sin θ₀ − θ₀ cos θ₀), which becomes 2tθ₀³/3. Hence

σ_zz/σ_xx → 2mtc²/ħ².

This is a mass ratio. Near kz = 0 the interlayer energy is −2t + tc²kz², so the mass along z is m_z = ħ²/(2tc²), and m/m_z is the limit just found: the ratio expected for a small ellipsoid.

For t = 0.020 eV and μ = t, the closed formula gives 0.187, in agreement with the Fermi surface sum. The open formula would give 0.283, too large by about half. That value coincides with the band-bottom limit, because setting μ = t in 2mt²c²/(ħ²μ) gives 2mtc²/ħ². These are low-temperature values. At 300 K kT exceeds t, the gas is no longer degenerate, and with μ held at t the ratio falls to about 0.11.

**Entry 6. Temperature**

At 300 K, kT = 25.9 meV, which is 1.29 times t. One might fear that thermal smearing wipes out the interlayer dispersion. To find out, keep −∂f₀/∂E as it is. At fixed θ the integral over in-plane energy in σ_zz is

∫₀^∞ (−∂f₀/∂ε) dε = f₀(−2t cos θ),

the occupation of the lowest in-plane state at that θ. Therefore

σ_zz = e²τg (4t²c²/ħ²) ⟨sin²θ f₀(−2t cos θ)⟩.

The occupation differs from 1 by less than exp[−(μ − 2t)/kT].

For σ_xx, integration by parts gives

∫₀^∞ ε(−∂f₀/∂ε) dε = ∫₀^∞ f₀ dε = kT ln{1 + exp[(μ + 2t cos θ)/kT]}.

The last expression equals μ + 2t cos θ plus a term that is again exponentially small. The ratio thus keeps its form whenever μ − 2t ≫ kT; t may be smaller than kT. This condition is sufficient, and it matters most when t is comparable with kT or smaller: at 300 K and μ = 2t the ratio is 0.68 of the formula for t = 0.020 eV but 0.985 of it for t = 0.2 eV. The reason is the constant density of states together with a v_z that does not depend on in-plane energy: at each θ, smearing exchanges electrons between states that carry the same v_z. In σ_xx the in-plane speed squared is linear in energy, so the contributions from above and below μ balance.

In the example (μ − 2t)/kT is about 87. A Fermi sea at 300 K, displaced numerically by the same small wave vector along z and along x, gives a current ratio of 2.4649 × 10⁻³, equal to the formula to the digits shown. The temperature dependence of τ itself is a separate matter; it changes both conductivities but cancels from the ratio while τ stays common to all states.

**Entry 7. Weak coherence between layers**

The velocity v_z belongs to a wave spread over several layers. If tτ/ħ is small, an electron is scattered before it can form such a wave, and the derivation looks doubtful. A simple model settles what happens.

Let hopping conserve the in-plane momentum, and let scattering act inside each layer. It leaves the layer populations alone but destroys coherences between different layers at the rate 1/τ. Let x be the position operator across the layers and v the velocity operator (2tc/ħ) sin(kz c). Three facts are needed:

- v commutes with the hopping Hamiltonian.
- v connects neighbouring layers only, so dephasing damps it at the rate 1/τ.
- x and x² are diagonal in the layer index, so dephasing does not act on them.

With Q = vx + xv, which also connects neighbouring layers only, the mean values at time s obey

d⟨x²⟩/ds = ⟨Q⟩,

d⟨Q⟩/ds = 2⟨v²⟩ − ⟨Q⟩/τ.

Here the brackets are quantum averages. For an electron that starts on one layer, ⟨v²⟩ = 2t²c²/ħ². The remaining part of v² shifts the electron by two layers; its mean is zero at the start and stays zero, because it commutes with the hopping and dephasing can only damp it. Solving first for ⟨Q⟩ and then for ⟨x²⟩,

⟨Q⟩ = (4t²c²τ/ħ²)(1 − e^(−s/τ)),

⟨x²⟩ = 2D[s − τ(1 − e^(−s/τ))], D = 2t²c²τ/ħ².

For s ≪ τ the spread is ballistic, ⟨x²⟩ = 2t²c²s²/ħ². For s ≫ τ it is diffusive with coefficient D, whatever the value of tτ/ħ.

The conductivity needs one further assumption, which the dephasing equations alone do not supply: scattering inside the layers lets the electrons reach thermal equilibrium in a static potential. In that equilibrium the potential is balanced by a density gradient and no current flows, so field-driven and diffusive currents cancel. A change dμ of the local Fermi energy changes the density by g dμ, which fixes σ_zz = e²gD. Inserting D returns the σ_zz of Entry 3.

A numerical evolution of the layer density matrix gives Dħ²/(t²c²τ) = 2.0000 both for tτ/ħ = 0.2 and for the example's 2.43. Within this model, with the assumption of equilibrium included, the conductivity ratio cannot tell coherent from incoherent interlayer motion. The derivation does not cover hopping that fails to conserve in-plane momentum, for instance when defects assist it. If the dephasing time differs from the in-plane relaxation time, D contains the former and σ_xx the latter, so the ratio is multiplied by the dephasing time over the relaxation time.

**Entry 8. Three corrections to the band and the lifetime**

Each correction is taken alone, with μ, t, c and m held fixed. The strengths are assumed for illustration.

*Longer hops.* Adding −2t₂ cos 2θ to the energy gives v_z = (c/ħ)(2t sin θ + 4t₂ sin 2θ). The cross term averages to zero, so

⟨v_z²⟩ = (c²/ħ²)(2t² + 8t₂²).

The ratio is multiplied by 1 + 4(t₂/t)²; σ_xx does not change while the surface stays open. The 4 arises because a hop over two layers covers twice the distance. For t₂/t = 0.25 the factor is 1.25.

*Lifetime varying along the cylinder.* Let τ be replaced by τ(1 + b cos 2θ). Since sin²θ = (1 − cos 2θ)/2,

⟨sin²θ(1 + b cos 2θ)⟩ = (1 − b/2)/2,

while ⟨(μ + 2t cos θ)(1 + b cos 2θ)⟩ = μ. The factor is 1 − b/2, or 0.90 for b = 0.20. The overall size of τ still cancels, but a variation of τ over the surface can change the ratio.

*Sixfold warping.* Let ε = (ħ²k²/2m)S, with S = 1 + h cos 6φ. Then k dk = m dε/(ħ²S), and the density of states is multiplied by the angular average of 1/S, the standard integral W = 1/√(1 − h²). So σ_zz is multiplied by W.

For σ_xx, the radial and angular derivatives of ε give

v² = (ħ²k²/4m²)(4S² + S′²) = (ε/2mS)(4S² + S′²),

where S′ = dS/dφ. Sixfold symmetry makes the x and y parts equal, so half of v² counts. Including the 1/S from the measure, σ_xx is multiplied by 1 + A/4, where A is the angular average of (S′/S)². With u = 6φ,

A = 36h² × average of sin²u/(1 + h cos u)².

Since h sin u/(1 + h cos u)² is the derivative of 1/(1 + h cos u), integration by parts turns the average into −(1/h) times that of cos u/(1 + h cos u). The latter is (1 − W)/h, so A = 36(W − 1). The ratio is multiplied by

W/(9W − 8),

which is 0.961 for h = 0.10, a warping of the Fermi radius by about 5 per cent either way, enough to make parts of the contour concave. The Fermi surface sum confirms the factors for longer hops and for warping.

**Entry 9. A narrow line**

The in-plane free path of 58.8 nm is long compared with a line 10 nm wide. Let the layers lie flat, let the sidewalls be normal to y, and let every wall collision be diffuse, so that an electron leaves the wall with no memory of the field. If G is the fraction of its bulk response regained at distance y from the wall it left,

|v_y| dG/dy = (1 − G)/τ, G(0) = 0,

so G = 1 − e^(−y/λ), with λ = v_Fτ|sin φ|. The average over the width w is

P(φ) = 1 − (λ/w)(1 − e^(−w/λ)).

The small variation of in-plane speed with θ, below 1 per cent either way here, is dropped. The factor on σ_xx is the angular average of 2cos²φ P(φ), and the factor on σ_zz is that of P(φ), since v_z does not depend on φ.

For w = 10 nm these are 0.268 and 0.184; random carrier paths between the walls give 0.267 and 0.183. The in-plane current suffers less because the weight cos²φ favours electrons moving along the line, which meet the walls rarely. The in-plane resistivity rises to 2.77/0.268 ≈ 10.3 μΩ cm, and the ratio falls to

2.46 × 10⁻³ × 0.686 = 1.69 × 10⁻³.

The bulk τ is held fixed here, and the top and bottom faces are left out. Their effect on the in-plane current is small if the line is much thicker than the 2.06 nm path across the layers: diffuse faces lower σ_xx of the 10 nm line by a further 7 per cent at a thickness of 10 nm, and that of a wide film by 18 per cent at 10 nm and 9 per cent at 20 nm.

These sidewall factors hold for a circular in-plane contour. A sixfold contour concentrates the velocities along preferred directions, so the factors depend on the direction of the line. With the warping h = 0.10 of Entry 8, the factor on σ_xx at 10 nm is 0.43 for a line along the shortest Fermi radius and 0.19 for one turned by 30°.

**Entry 10. Beside real conductors**

Good crystals of layered delafossite metals have, roughly, an in-plane resistivity of a few μΩ cm at room temperature and an anisotropy of a few hundred. The example lies there because its parameters were chosen in that regime, so the agreement is no evidence for the model. Of the departures sized in Entries 8 and 9, with the strengths and the line width assumed there, sidewall scattering is the largest: it raises the in-plane resistivity 3.7 times at 10 nm if the walls are fully diffuse and the in-plane contour is circular. Delafossite contours are sixfold, and with h = 0.10 the rise is 2.3 or 5.3 times for the two line directions of Entry 9. Grain boundaries and misoriented grains, which deposited films may contain, are not included. For a single crystal with flat layers, the bulk ratio means that a vertical connection has about 400 times the resistance of an in-plane one of equal length and cross-section, contacts aside. This holds if both sides of the vertical connection's cross-section are large compared with the in-plane free path of 58.8 nm, and if the in-plane connection is long and wide compared with that path and much thicker along z than the 2.06 nm path across the layers. For narrower connections the ratio depends on the shape of the cross-section. If both are square and of the same width, with diffuse walls, it is larger than the bulk value: fast in-plane motion carries electrons to all four sidewalls of the vertical connection, but to only two walls of the in-plane one. With unequal shapes it can also be smaller.

Computed values

```
in-plane mass: 1.50 electron masses
layer spacing c: 0.60 nm
Fermi energy mu from band middle: 2.30 eV
interlayer hopping t: 0.020 eV
relaxation time: 80 fs
temperature: 300 K
hbar^2/m: 0.05080 eV nm^2
openness mu/(2t): 57.5 (no unit)
carrier density: 24.020 nm^-3
Fermi velocity: 7.344e+05 m/s
rms out-of-plane velocity: 2.578e+04 m/s
sigma_xx, formula: 3.6099e+07 S/m
sigma_xx, Fermi surface sum: 3.6099e+07 S/m
sigma_zz, formula: 8.8981e+04 S/m
sigma_zz, Fermi surface sum: 8.8981e+04 S/m
in-plane resistivity: 2.770 microohm cm
out-of-plane resistivity: 1123.8 microohm cm
ratio sigma_zz/sigma_xx, formula: 2.4649e-03 (no unit)
ratio, Fermi surface sum: 2.4649e-03 (no unit)
ratio, displaced thermal sea: 2.4649e-03 (no unit)
inverse ratio sigma_xx/sigma_zz: 405.7 (no unit)
strong hopping t=1 eV, mu=2.1 eV, sum: 6.7492 (no unit)
strong hopping, formula: 6.7492 (no unit)
closed surface mu=t, sum: 0.1872 (no unit)
closed surface mu=t, closed law: 0.1872 (no unit)
closed surface mu=t, open law: 0.2835 (no unit)
band-bottom limit 2mtc^2/hbar^2: 0.2835 (no unit)
thermal energy kT: 25.85 meV
kT/t: 1.29 (no unit)
mu/kT: 89.0 (no unit)
coherence t tau/hbar: 2.43 (no unit)
D hbar^2/(t^2 c^2 tau), t tau/hbar=0.2: 2.0000 (no unit)
D hbar^2/(t^2 c^2 tau), example: 2.0000 (no unit)
in-plane mean free path: 58.8 nm
rms out-of-plane free path: 2.06 nm
assumed t2/t: 0.25 (no unit)
ratio factor from t2: 1.2500 (no unit)
assumed sixfold warping h: 0.10 (no unit)
ratio factor from warping: 0.9614 (no unit)
assumed lifetime variation b: 0.20 (no unit)
ratio factor from lifetime variation: 0.9000 (no unit)
line width: 10 nm
sidewall factor on sigma_xx: 0.2677 (no unit)
sidewall factor on sigma_xx, random paths: 0.267 (no unit)
sidewall factor on sigma_zz: 0.1837 (no unit)
sidewall factor on sigma_zz, random paths: 0.183 (no unit)
in-plane resistivity in line: 10.35 microohm cm
ratio factor from sidewalls: 0.686 (no unit)
ratio in line: 1.692e-03 (no unit)
```
